\section*{What amplitude does a lossless reduction lens give each plane wave?}

\section{Power carried by a plane wave}

\textbf{Q.} If a projection lens has no aberration and no loss, I would multiply every diffraction order inside its pupil by the same number. What could be wrong with that?

\textbf{A.} It depends on what is being multiplied. Let it be the electric amplitude of a plane wave, defined in a uniform medium of real refractive index $n$. With time factor $e^{-i\omega t}$, write
\begin{equation}
\mathbf E=\mathbf e\,e^{i\mathbf k\cdot\mathbf r},\qquad \mathbf k\cdot\mathbf e=0,\qquad |\mathbf k|=k=\frac{2\pi n}{\lambda},
\end{equation}
where $\lambda$ is the vacuum wavelength. Faraday's law, $i\omega\mu_0\mathbf H=i\mathbf k\times\mathbf E$, gives $\mathbf H=(n/Z_0)\,\hat{\mathbf k}\times\mathbf E$ with $Z_0=\mu_0c$. The mean Poynting vector is therefore
\begin{align}
\mathbf S&=\tfrac12\,\mathrm{Re}\,(\mathbf E\times\mathbf H^*)
=\frac{n}{2Z_0}\,\mathrm{Re}\,\bigl[\mathbf e\times(\hat{\mathbf k}\times\mathbf e^*)\bigr]\notag\\
&=\frac{n}{2Z_0}\,\mathrm{Re}\,\bigl[\hat{\mathbf k}\,|\mathbf e|^2-\mathbf e^*(\mathbf e\cdot\hat{\mathbf k})\bigr]
=\frac{n}{2Z_0}|\mathbf e|^2\,\hat{\mathbf k},
\end{align}
since the wave is transverse. If $\theta$ is the angle to the optical axis $z$, the flux through a plane of constant $z$ is
\begin{equation}
S_z=\frac{n\cos\theta}{2Z_0}\,|\mathbf e|^2 .
\label{flux}
\end{equation}
This holds for any polarization. Equal amplitudes at different angles carry different power through the mask or wafer plane, and the lens changes the angles.

\textbf{Q.} An image is made by interference. You cannot give each order its own power when the orders overlap.

\textbf{A.} Locally, no. Over a full period, yes. Take a periodic mask, with orders of transverse wavevector $\boldsymbol\kappa_j$, and let $\mathbf h_l$ be the magnetic amplitude of order $l$. The cell average of $S_z$ contains the terms
\begin{equation}
\tfrac12\mathrm{Re}\Bigl[(\mathbf e_j\times\mathbf h_l^*)_z\,e^{i(k_{z,j}-k_{z,l})z}\,
\bigl\langle e^{i(\boldsymbol\kappa_j-\boldsymbol\kappa_l)\cdot\mathbf x}\bigr\rangle\Bigr].
\end{equation}
The difference $\boldsymbol\kappa_j-\boldsymbol\kappa_l$ is a reciprocal vector of the pattern, even under tilted illumination, because the tilt is common to all orders. The average is thus zero for $j\neq l$. A cell of area $A$ passes the power
\begin{equation}
P=\frac{A}{2Z_0}\sum_j n\cos\theta_j\,|\mathbf e_j|^2 .
\label{sum}
\end{equation}

\section{From mask to wafer}

\textbf{Q.} What connects the angles on the two sides?

\textbf{A.} The image scale. Let $M$ be image size divided by object size, so $M=1/4$ for a fourfold reduction. Orient the axes so that image inversion needs no sign, and assume that each mask order becomes one wafer order, with the same rule across the field. A mask point $\mathbf x_m$ is imaged at $\mathbf x_w=M\mathbf x_m$. Equal phase at corresponding points requires
\begin{equation}
\boldsymbol\kappa_m\cdot\mathbf x_m=\boldsymbol\kappa_w\cdot M\mathbf x_m
\quad\Rightarrow\quad \boldsymbol\kappa_w=\boldsymbol\kappa_m/M .
\end{equation}
Because $|\boldsymbol\kappa|=2\pi n\sin\theta/\lambda$, this is the sine condition,
\begin{equation}
n_m\sin\theta_m=M\,n_w\sin\theta_w .
\label{sine}
\end{equation}
A mask cell of area $A_m$ becomes a wafer cell of area $A_w=M^2A_m$.

\textbf{Q.} Energy conservation is then one equation for a whole sum. It cannot fix a separate factor for every order.

\textbf{A.} For one mask it cannot. But the lens does not know which mask will be inserted, so the equation must hold for every set of order amplitudes. Let $a_j$ and $b_j$ be the amplitudes at mask and wafer, with $|b_j|=t_j|a_j|$. Orders outside the pupil are blocked, so count those inside. Equation (\ref{sum}) on both sides gives
\begin{equation}
\sum_j\bigl(M^2n_w\cos\theta_{w,j}\,t_j^2-n_m\cos\theta_{m,j}\bigr)|a_j|^2=0 .
\end{equation}
Choosing fields with one nonzero $a_j$ at a time makes each bracket vanish:
\begin{equation}
\boxed{\;t=\left|\frac ba\right|=\frac1M\sqrt{\frac{n_m\cos\theta_m}{n_w\cos\theta_w}}\;}
\label{main}
\end{equation}
Dividing by the axial value $t(0)=M^{-1}\sqrt{n_m/n_w}$ leaves
\begin{equation}
C=\sqrt{\frac{\cos\theta_m}{\cos\theta_w}} .
\label{C}
\end{equation}

This was tested without using (\ref{main}): Poynting fluxes were integrated over mask and wafer cells for random amplitudes and polarizations on 21 orders, and the $t_j^2$ were solved from equality of power. With $M=0.25$, $n_m=1$ and $n_w=1.44$, the largest relative difference from (\ref{main}) was $3\times10^{-15}$.

\textbf{Q.} You treated the amplitude as a scalar. Could the lens favour one polarization?

\textbf{A.} Not without loss. Let a $2\times2$ matrix $J$ map the two transverse components, $\mathbf b=J\mathbf a$. Conservation for every $\mathbf a$ demands $\mathbf a^\dagger J^\dagger J\mathbf a=t^2\mathbf a^\dagger\mathbf a$, hence $J^\dagger J=t^2I$ and $J=tU$ with $U$ unitary. The scalar $t$ is fixed. The phase and polarization rotation in $U$ are not, so energy conservation says nothing about aberrations.

If instead a fraction $T(\theta)$ of the power is transmitted, the same balance has $T n_m\cos\theta_m$ on the mask side, and the normalized factor becomes $C\sqrt{T(\theta)/T(0)}$.

\section{Two apparent contradictions}

\textbf{Q.} For an isolated feature I use a continuous spectrum, and I find a prefactor $M$, not $1/M$.

\textbf{A.} Both are right, for different quantities. Write the mask field as $\int A(\boldsymbol\kappa)e^{i\boldsymbol\kappa\cdot\mathbf x}d^2\kappa/(2\pi)^2$ and let $B$ be the wafer spectrum. Parseval's theorem replaces the sum over orders by an integral, so
\begin{equation}
n_m\cos\theta_m|A|^2d^2\kappa_m=n_w\cos\theta_w|B|^2d^2\kappa_w .
\end{equation}
Both components of $\boldsymbol\kappa$ grow by $1/M$, so $d^2\kappa_w=d^2\kappa_m/M^2$, and
\begin{equation}
\left|\frac BA\right|=M\sqrt{\frac{n_m\cos\theta_m}{n_w\cos\theta_w}} .
\label{spectrum}
\end{equation}
A spectral density carries an extra area, which shrinks by $M^2$. The angular factor is unchanged.

\textbf{Q.} In focusing calculations I have met a factor with $\sqrt{\cos\theta_w}$ in the numerator. That is the inverse of yours.

\textbf{A.} There the amplitude belongs to a ray on a large reference sphere. To convert, evaluate the field of a spectrum $A$ far away by stationary phase. At transverse position $\boldsymbol\rho$ and height $z$ the phase is $\phi=\boldsymbol\kappa\cdot\boldsymbol\rho+k_zz$, with $k_z=\sqrt{k^2-\kappa^2}$. Setting its gradient to zero gives $\boldsymbol\rho=\boldsymbol\kappa z/k_z$: the wave travelling towards the observer dominates. The second derivatives are
\begin{equation}
\frac{\partial^2\phi}{\partial\kappa_i\partial\kappa_j}=-z\left(\frac{\delta_{ij}}{k_z}+\frac{\kappa_i\kappa_j}{k_z^3}\right),
\end{equation}
with eigenvalues $-z/k_z$ and $-zk^2/k_z^3$. The Gaussian integral has modulus $2\pi$ divided by the root of their product, that is $2\pi k_z^2/(zk)$. With $z=r\cos\theta$ and $k_z=k\cos\theta$, and the factor $1/(2\pi)^2$ restored,
\begin{equation}
|E|=\frac{U}{r},\qquad U=\frac{k\cos\theta}{2\pi}|A| .
\end{equation}
The modulus is the same on a sphere before a focus. Using (\ref{spectrum}) and $k\propto n$,
\begin{equation}
\frac{U_w}{U_m}=\frac{n_w\cos\theta_w}{n_m\cos\theta_m}\left|\frac BA\right|
=M\sqrt{\frac{n_w\cos\theta_w}{n_m\cos\theta_m}} .
\label{ray}
\end{equation}
The two factors describe one lens. Applying both to the same amplitude would count the geometry wrongly.

A ray trace tests this geometry. A sphere of index 2 in air takes rays aimed at a point two radii from its centre and focuses them half a radius from the centre, so $M=1/4$. For entrance angles with sines from 0.1 to 0.45, the traced rays obeyed (\ref{sine}). Equal power in corresponding ray tubes, with surface reflection ignored, reproduced (\ref{spectrum}) and (\ref{ray}) to a relative error of $2\times10^{-9}$.

\section{Size and limits}

\textbf{Q.} Equation (\ref{C}) exceeds one. Has the lens created energy?

\textbf{A.} Take rough values for water immersion: $\lambda=193$ nm, numerical aperture 1.35, $M=0.25$, $n_m=1$, $n_w=1.44$. On axis, $t(0)=4/\sqrt{1.44}=3.33$: the reduction alone gives 4, and the higher index of water lowers it. Define the pupil coordinate $q=n_w\sin\theta_w$. At the edge, $q=1.35$ and
\begin{align}
\sin\theta_w&=1.35/1.44=0.9375, & \cos\theta_w&=0.348,\notag\\
\sin\theta_m&=0.25\times1.35=0.3375, & \cos\theta_m&=0.941,
\end{align}
so $C=\sqrt{0.941/0.348}=1.645$ and $C^2=2.71$. The flux through the wafer plane, relative to an axial order of equal mask amplitude, is $C^2\cos\theta_w=\cos\theta_m=0.941$. It has not grown. A beam crossing the wafer obliquely has a cross-section narrower by $\cos\theta_w$, and the same power in a narrower beam needs a stronger field. Your uniform factor would require the lens to discard light: its edge transmission would be $1/C^2=0.37$ of the axial value.

\textbf{Q.} When may I forget it?

\textbf{A.} For $n_m=1$,
\begin{equation}
\ln C=\tfrac14\ln(1-M^2q^2)-\tfrac14\ln(1-q^2/n_w^2),
\end{equation}
and expanding each logarithm gives
\begin{equation}
C=1+\frac{q^2}{4}\left(\frac1{n_w^2}-M^2\right)+O(q^4) .
\end{equation}
At $q=0.3$ this estimate is 1.009 and the full factor is 1.010. At $q=0.6$ they are 1.038 and 1.043. At $q=1.35$ the estimate, 1.19, is useless beside 1.645.

Two other limits help. With $M=1$ and equal indices the angles agree and $C=1$. For very strong reduction $\cos\theta_m\to1$ and $C\to1/\sqrt{\cos\theta_w}$, which at our edge would be 1.70. When $Mn_w<n_m$, as here, $C$ exceeds one off axis and diverges as $\theta_w\to90^\circ$: the mask angle stays below $90^\circ$, and a grazing wave needs an unbounded field to carry a fixed normal flux. When $Mn_w=n_m$ the angles agree and $C=1$ throughout; when $Mn_w>n_m$, $C$ is below one.

\section{Effect on an image}

\textbf{Q.} Does this alter a printed pattern, or just the exposure dose?

\textbf{A.} It can alter the pattern. Take equal lines and spaces of wafer pitch $p=160$ nm, a thin mask, and a coherent axial plane wave with the electric field along the lines ($s$ polarization). An opening of width $p/2$ centred at $x=0$ has amplitudes
\begin{equation}
a_0=\frac12,\qquad a_{\pm1}=\frac1p\int_{-p/4}^{p/4}\cos\frac{2\pi x}{p}\,dx=\frac1\pi=0.318 .
\end{equation}
The first orders lie at $q=193/160=1.206$, inside the pupil. The second orders have zero amplitude for equal lines and spaces, and in any case all orders beyond the first lie outside the pupil. There $\cos\theta_m=0.953$, $\cos\theta_w=0.546$ and $C=1.321$. In the plane of best focus, where the orders are in phase, and relative to the open field,
\begin{equation}
I(x)=\left[a_0+2a_1C\cos\frac{2\pi x}{p}\right]^2 .
\end{equation}
At the bright centre $I=(0.500+0.841)^2=1.80$; with $C$ replaced by 1 it is 1.29. At the dark centre $I=(0.500-0.841)^2=0.116$ instead of 0.019. The field has changed sign there, so the dark centre is a small secondary maximum, and $C$ enlarges it. At the nominal edge, $x=p/4$, the cosine vanishes and $I=0.25$ in both cases, so the width printed at that threshold stays 80 nm; at a threshold of 0.3 the bright width changes from 76.2 to 77.1 nm. Mask, illumination and open-field reference are held fixed in this comparison.

The edge slope changes too. With line width $w=p/2$,
\begin{equation}
-w\frac{d\ln I}{dx}\bigg|_{p/4}
=\frac p2\cdot\frac{2}{a_0}\cdot2a_1C\,\frac{2\pi}{p}
=\frac{4\pi a_1C}{a_0}=8C=10.6,
\end{equation}
against 8 without the factor. Leaving out $C$ also loses power from the calculation: the ratio of wafer to mask power is then
\begin{equation}
\frac{a_0^2+2a_1^2\cos\theta_w}{a_0^2+2a_1^2\cos\theta_m}
=\frac{0.250+0.111}{0.250+0.193}=0.814,
\end{equation}
a deficit of 18.6\% of the transmitted power.

\textbf{Q.} Then every dense pattern gains edge slope?

\textbf{A.} No. Halve the pitch to 80 nm and tilt the illumination so that two orders pass at $q=\pm1.206$. Both carry the same $C$:
\begin{equation}
E=C\left(a_0e^{-2\pi iqx/\lambda}+a_1e^{2\pi iqx/\lambda}\right),\qquad q=1.206 .
\end{equation}
The open field under the same tilt is a single wave with factor $C$, so the normalized image is unchanged. The absolute electric intensity, at fixed mask amplitude, is still $C^2=1.75$ times that obtained with $C=1$. The image shape responds to differences of $C$ among its orders.

\section{What a real exposure adds}

\textbf{Q.} How far would you trust these numbers on a real scanner?

\textbf{A.} The wavelength, aperture, reduction and water index are typical of 193 nm immersion tools. The single axial illumination direction is not: real sources have a finite angular extent, and dense patterns are often exposed off axis. Polarization also matters greatly in this example. If the field lies in the plane of incidence ($p$ polarization), the first-order vectors are $(\cos\theta_w,0,\mp\sin\theta_w)$. With the same mask amplitudes and $\varphi=2\pi x/p$,
\begin{equation}
I_p=(a_0+2a_1C\cos\theta_w\cos\varphi)^2+(2a_1C\sin\theta_w\sin\varphi)^2 .
\end{equation}
At the nominal edge this is $0.25+(0.841\times0.838)^2=0.75$, three times the $s$ value. This is the value in water; just inside a resist of index 1.70, where the angle is smaller, it is about 0.53, twice the $s$ value. The factor $C$ is common to both polarizations; the vector sum is not.

\textbf{Q.} And the resist? Its angle differs from the angle in water.

\textbf{A.} The angle $\theta_w$ belongs to the medium where $b$ is defined, here water. For $s$ polarization, continuity of the tangential fields gives $1+r=\tau$ and $g_w(1-r)=g_r\tau$, where $g=\sqrt{n^2-q^2}$. Eliminating $r$ yields $\tau=2g_w/(g_w+g_r)$. For a deep resist of rough index 1.70, $g_w=0.786$ and $g_r=1.198$ in the first order, so $\tau=0.793$; on axis $\tau=2.88/3.14=0.917$. The relative first-order factor just inside the resist is
\begin{equation}
1.321\times\frac{0.793}{0.917}=1.14 .
\end{equation}
Without reflection, (\ref{C}) with the resist angle would give 1.16. The difference comes from reflectance, 4.3\% in the first order and 0.7\% on axis. With the image focused at the resist surface, the log slope just below it is then about $8\times1.14=9.1$, not 10.6. Deeper down it at first falls, because the two orders advance in phase at different rates. If absorption in the resist is neglected, at depth $z$ their phase difference is $\delta=2\pi(1.70-1.198)z/\lambda$, and the slope at the nominal edge is multiplied by $\cos\delta$. At $z=50$ nm this leaves about 6.3.

\textbf{Q.} How much could losses in the lens and the water change the factor?

\textbf{A.} That depends on how they vary across the pupil. As an illustration, 40 coated surfaces that each lose an extra 0.2\% of the power at the pupil edge lower the edge amplitude by 3.9\%. A 1 mm water gap with rough absorption 0.08 cm$^{-1}$, crossed on a path longer by $1/\cos\theta_w$ at the edge, lowers it by a further 0.75\% relative to the axis. Both are small beside the 64\% increase in $C$. On the mask side, propagation through a rough absorber thickness of 70 nm gives the first order of the 160 nm pattern a phase of 0.11 rad relative to order zero, which in this symmetric three-order image is only a focus shift of about 5 nm and is removed by refocusing; it does not measure the error of the thin-mask amplitudes. Full electromagnetic scattering by the mask, and reflections from layers under the resist, are not included. The first changes the amplitudes entering the lens and the second changes the field in the resist, while (\ref{main}) remains the power balance of a lossless lens. The remaining pupil values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Wavelength: 193 nm; NA: 1.35; M: 0.25
Indices mask, water, resist (rough): 1.00, 1.44, 1.70
On-axis amplitude ratio |b/a|: 3.3333
q | mask angle deg | water angle deg | C | C squared
0.0000 | 0.00 | 0.00 | 1.0000 | 1.0000
0.3000 | 4.30 | 12.02 | 1.0097 | 1.0196
0.6000 | 8.63 | 24.62 | 1.0429 | 1.0876
0.9000 | 13.00 | 38.68 | 1.1172 | 1.2482
1.2063 | 17.55 | 56.90 | 1.3212 | 1.7457
1.3500 | 19.72 | 69.64 | 1.6447 | 2.7051
Edge cosines, mask and water: 0.9413, 0.3480
Edge normal flux relative to axis: 0.9413
Small-angle estimate of C at q=0.30: 1.0094
Small-angle estimate of C at q=0.60: 1.0378
Small-angle estimate of C at q=1.35: 1.1913
Orders solved from energy conservation: 21
Largest relative error, energy solution: 3.0e-15
Largest relative error, ray trace: 2.1e-09
Largest relative error, far field: 3.6e-08
Three-beam pitch: 160 nm; first-order q: 1.2063
First-order cosines, mask and water: 0.9534, 0.5462
Mask amplitudes, orders 0 and 1: 0.5000, 0.3183
First-order amplitude after C: 0.4206
Intensity / open field at bright centre, nominal edge, dark centre:
  s, without C: 1.2919, 0.2500, 0.0187
  s, with C: 1.7986, 0.2500, 0.1164
  p, with C: 0.9205, 0.7465, 0.0016
Normalized log slope without, with C: 8.000, 10.570
Power missing without C: 18.62 %
Largest image change, 160 nm three-beam: 0.5067
Largest image change, 80 nm two-beam: 2.2e-16
Resist s reflectance, axis and first order: 0.69 %, 4.30 %
First-order factor inside resist, real interface: 1.1419
First-order factor inside resist, no reflection: 1.1632
Coating model: 40 surfaces, 0.2 % extra loss each
Edge amplitude change from coatings: -3.92 %
Water absorption (rough): 0.08 /cm; gap: 1.0 mm
Edge amplitude change from water: -0.75 %
Mask absorber thickness (rough): 70 nm
Phase spread across absorber, order 1 vs 0: 0.106 rad
\end{verbatim}
